# When does a repeater shorten the delay of an on-chip wire?

**Question**

I understand that the delay of a resistive wire grows as the square of its length, so cutting the wire in two with a repeater should help: two halves, each with a quarter of the delay, add up to half. But in my delay estimate for a 40 µm copper line, an inverter placed at the middle makes the signal arrive later. On a 150 µm line the same inverter helps.

The driver, the repeater and the receiver are identical. Where is the crossover? Is it the length at which the quadratic wire delay equals the delay of the added gate?

**Answer**

Your halving argument is right for the quadratic part of the delay, but that is only one part. The repeater also brings capacitances of its own, and charging them takes time. To find the crossover we need the whole delay of one stage, meaning a driving gate, a wire and the gate at its far end.

**Delay of one stage**

Let the driving gate have output resistance $R$ and output capacitance $C_p$, and let the gate at the far end have input capacitance $C_g$. The wire has length $L$, with resistance $r$ and capacitance $c$ per unit length. I treat the driver as a source that steps at $t=0$ behind the fixed resistance $R$, and I neglect inductance for now.

Let $v(t)$ be the fraction of the voltage transition completed at the far end, so that rising and falling edges are described alike. As the measure of delay take the Elmore delay,

$$T=\int_0^\infty [1-v(t)]\,dt .$$

This is the mean arrival time of the transition, since $dv/dt$ acts as a distribution of arrival times with unit area. It can be found without solving for $v(t)$. At any instant, $1-v$ is the voltage drop between source and far end:

$$1-v(t)=R\,I_d(t)+\int_0^L r\,I(z,t)\,dz ,$$

where $I_d$ is the current through the driver's resistance and $I(z,t)$ is the current passing point $z$ of the wire, both per unit of voltage swing. Now integrate over time. The integral of a current is the total charge that has passed, and that charge must end up on the capacitance lying beyond the point:

$$\int_0^\infty I_d\,dt=C_p+cL+C_g,\qquad \int_0^\infty I(z,t)\,dt=c(L-z)+C_g .$$

Therefore

$$T(L)=R(C_p+cL+C_g)+\int_0^L r\,[c(L-z)+C_g]\,dz .$$

The last integral is $rcL^2/2+rLC_g$. Sorting the terms by powers of $L$ gives

$$T(L)=\tau_g+(Rc+rC_g)L+\tfrac12 rcL^2,\qquad \tau_g=R(C_g+C_p).$$

The constant $\tau_g$ is the delay of a gate driving an identical gate with no wire between them. The linear part is the gate charging the wire, plus the wire charging the next gate. The quadratic part is the wire charging itself.

**Adding one repeater**

Put an identical inverter at distance $x$ from the driver. I assume that each gate acts as a switch, starting a fresh step when its input arrives, so the stage delays add:

$$T(x)+T(L-x)=2\tau_g+(Rc+rC_g)L+\tfrac12 rc\left[x^2+(L-x)^2\right].$$

The linear part is unchanged, because the two lengths still add up to $L$. In the quadratic part, expanding $L^2=[x+(L-x)]^2$ gives $x^2+(L-x)^2=L^2-2x(L-x)$. The time saved by the repeater is therefore

$$S(x)=T(L)-T(x)-T(L-x)=rc\,x(L-x)-\tau_g .$$

Since $x(L-x)=L^2/4-(x-L/2)^2$, the best place is the middle, where

$$S_{\max}=\tfrac14 rcL^2-\tau_g .$$

This is positive only if

$$L>L_{\rm crit}=2\sqrt{\frac{R(C_g+C_p)}{rc}} .$$

In terms of this length, $S_{\max}=\tau_g[(L/L_{\rm crit})^2-1]$. A very short line loses the full $\tau_g$, and a long line gains quadratically. If $r\to0$ the critical length goes to infinity: without wire resistance there is no quadratic delay to reduce.

**Why your proposed crossover is too short**

Your condition sets the whole quadratic delay equal to the gate delay, $\tfrac12 rcL^2=\tau_g$. That gives $L=\sqrt{2\tau_g/(rc)}=L_{\rm crit}/\sqrt2$. But a repeater at the middle removes only half of the quadratic delay, while you pay for the whole gate. At your length the balance is $S_{\max}=\tau_g/2-\tau_g=-\tau_g/2$, still a loss. The correct condition is that the *saved half* exceeds the added gate delay.

**Numbers for your two lines**

Take round values, roughly typical of a narrow wire on an intermediate layer of an advanced logic chip: width 40 nm, thickness 80 nm, effective resistivity 4.0 µΩ cm and capacitance 0.20 fF/µm. Resistivity divided by cross-section gives $r=12.5$ Ω/µm. For the gates take $R=500$ Ω and $C_g=C_p=3.00$ fF. Then

$$\tau_g=500\ \Omega\times6.00\ \text{fF}=3.00\ \text{ps},\qquad rc=12.5\times0.20\ \text{fs/µm}^2=0.0025\ \text{ps/µm}^2,$$

$$L_{\rm crit}=2\sqrt{\frac{3.00}{0.0025}}\ \text{µm}=69.3\ \text{µm}.$$

Your proposed crossover would be 49.0 µm, where the repeater costs 1.50 ps.

The coefficient of the linear part is $Rc+rC_g=0.100+0.0375=0.1375$ ps/µm. The delays, written as gate + linear + quadratic parts in ps, are:

| Line | No repeater | Repeater at the middle |
|---|---|---|
| 40 µm | 3.0 + 5.5 + 2.0 = 10.5 | 6.0 + 5.5 + 1.0 = 12.5 |
| 150 µm | 3.0 + 20.6 + 28.1 = 51.7 | 6.0 + 20.6 + 14.1 = 40.7 |

On the short line you save 1.0 ps of wire delay and pay 3.0 ps for it. On the long line you save 14.1 ps for the same price.

Position matters too. Setting $S(x)=0$ gives $x^2-Lx+L_{\rm crit}^2/4=0$, so the repeater helps only between

$$x_\pm=\tfrac12\left(L\pm\sqrt{L^2-L_{\rm crit}^2}\right).$$

For the 150 µm line this is the range from 8.5 to 141.5 µm. At $L=L_{\rm crit}$ the range shrinks to the midpoint.

**Would larger gates help?**

In the Elmore estimate, scaling all three gates together does not move the crossover. Making them $h$ times larger divides $R$ by $h$ and multiplies $C_g$ and $C_p$ by $h$, so $\tau_g$ and $L_{\rm crit}$ stay the same. The delay itself does change, through the linear coefficient $Rc/h+hrC_g$. Its derivative with respect to $h$ vanishes at $h=\sqrt{Rc/(rC_g)}$, which is a minimum. As the linear part is the same with and without the repeater, both layouts have the same best gate size, and the crossover stays where it was. Enlarging only the repeater does move it, but not by much: with the values above and the repeater kept at the middle, its best size at the crossover is about 1.3 times that of the other gates, which lowers the critical length from 69 to 66 µm. If it may also move towards the driver, the best size is about 1.6 times and the critical length 63 µm.

**More than one repeater**

Divide the line into $k$ equal stages, which takes $k-1$ repeaters. The total delay is

$$T_k=k\tau_g+(Rc+rC_g)L+\frac{rcL^2}{2k}.$$

Going from $k$ to $k+1$ stages saves

$$T_k-T_{k+1}=\frac{rcL^2}{2}\left(\frac1k-\frac1{k+1}\right)-\tau_g=\frac{rcL^2}{2k(k+1)}-\tau_g ,$$

which is positive for $L>L_{\rm crit}\sqrt{k(k+1)/2}$. For $k=1$ this is the earlier result. For $k=2$ it gives $\sqrt3\,L_{\rm crit}=120$ µm, so with gates that switch abruptly your 150 µm line gains a little from a second repeater as well: its delay becomes $9.0+20.6+9.4=39.0$ ps. This small gain does not survive sloping edges: in the transistor model described below, the second repeater makes the line about 1 ps slower.

On a long line $k$ is large and may be treated as continuous. Setting $dT_k/dk=\tau_g-rcL^2/(2k^2)=0$ gives the best spacing

$$\frac Lk=\sqrt{\frac{2\tau_g}{rc}}=\frac{L_{\rm crit}}{\sqrt2}=49.0\ \text{µm}.$$

So your condition does have a meaning: in the Elmore estimate it gives the best stage length of a long repeated line, where each stage has equal gate and quadratic delays. It does not tell you when to add the first repeater. At that decision the choice is between one stage of length $L$ and two of length $L/2$, and the break-even point comes when the best stage length is the geometric mean of the two, $L/\sqrt2$. For a 2000 µm line, comparing whole numbers of stages gives 41 as the best, with a spacing of 48.8 µm. In the transistor model described below, the best spacing on a long line is nearer 60 µm, but the optimum is flat: a spacing of 49 µm costs less than 1% in delay.

**Non-inverting buffers and weak drivers**

Two cases change the answer.

First, a single inverter inverts the signal. If you need a non-inverting buffer and build it from two of these inverters side by side, there is one more stage of zero wire length, costing $T(0)=\tau_g$. The saving becomes $rcL^2/4-2\tau_g$, and the critical length rises to $\sqrt2\,L_{\rm crit}=98$ µm.

Second, the original driver may be weaker than the repeater. Give it resistance $R_d>R$, and keep the repeater and receiver as before. The driver's own output capacitance adds the same delay in both layouts and cancels. The driver no longer has to charge the length $L-x$ of wire beyond the repeater; the repeater does that instead. The saving is therefore

$$S(x)=(R_d-R)\,c\,(L-x)+rc\,x(L-x)-\tau_g .$$

With the repeater right beside the driver, $x=0$, it is already positive for

$$L>\frac{\tau_g}{(R_d-R)c}.$$

For $R_d=5000$ Ω this is $3.00/0.90=3.3$ µm, far below $L_{\rm crit}$. That number assumes gates that switch abruptly; in the transistor model described below it is about 7 µm, measured to the receiver's output. Wire resistance does not appear in the condition. Here the inserted gate is an amplifier for a weak driver, not a cure for quadratic wire delay. A short line that speeds up when a buffer is added may be showing this effect.

**Does the choice of delay measure matter?**

A logic gate responds to a voltage level, not to a mean arrival time. If the 50% delay were the same multiple of $T$ for every stage, that factor would cancel from the comparison. It is not quite the same, because the shape of the edge changes with length. I therefore solved the equations of the distributed line in Laplace space, inverted the transform numerically and located the 50% crossing, still driving each stage with a step. The repeater then changes the delay from 7.7 to 9.0 ps on the 40 µm line and from 39.0 to 30.4 ps on the 150 µm line. The critical length is 65.7 µm, about 5% below the Elmore value.

**How far to trust 69 µm on a real chip**

The wire and gate values above are rough but in the usual range for such a layer. One assumption that matters a great deal is that a gate switches abruptly and then acts as a fixed resistance. A real inverter receives a sloping edge and spends part of it only partly turned on, and its current saturates.

To size this, I integrated the circuit equations in time with a simple transistor model. The current starts at a gate voltage of 0.3 of the supply, grows as the 1.3 power of the excess, and saturates with output voltage $V$ as $\tanh(V/0.4V_{\rm supply})$. The current scale was set so that a gate driven by a step discharges a capacitor $C$ to 50% in $RC\ln2$, as the resistance $R$ would. Each stage's wire was cut into 12 segments, and the first driver received a step in both layouts.

Measured to the receiver's input, the critical length is 135 µm. That comparison is unfair to the repeater, because the unrepeated line delivers a slower edge, which then delays the receiver. Measured to the receiver's output, with one more identical gate as the receiver's load, it is 115 µm, still 66% above the formula.

One might have expected better agreement. Suppose a sloping edge adds a delay proportional to the Elmore delay of the stage that produced it. The unrepeated line then pays in proportion to $T(L)$, and the repeated line in proportion to $2T(L/2)$. These are equal at $L_{\rm crit}$, so the crossover would not move. The calculation does not bear this out, but it changes two things at once: the edges are finite, and the driving current saturates instead of following a fixed resistance. Taken one at a time in the same model and measured to the receiver's output, a saturating current with gates that switch abruptly at half the supply gives just over 70 µm, while finite edges with a current nearly linear in the output voltage give about 126 µm. The finite edges therefore cause the shift. An edge penalty that grows more slowly than the Elmore delay would shift the crossover in the direction found, but take that explanation as a conjecture.

In practical terms, since $L_{\rm crit}\propto\sqrt{\tau_g}$, the result is what the formula would give with a gate cost of $3.00\times(115/69.3)^2\approx8$ ps. In this model, the formula with a gate delay characterized by a step input is too optimistic about the repeater. The crossover also depends on the common gate size here: it is 168 µm with all gates half as large and 96 µm with all gates twice as large. For a line near the crossover, simulate both layouts with realistic transistors and edges.

Other effects move the 69.3 µm estimate as follows, each taken alone:

- **Neighbouring wires.** Suppose 60% of $c$ is coupling to neighbours. If they switch together with your line, that part carries no charge and $0.4c$ remains; if they switch the opposite way, it counts twice and the total is $1.6c$. As $L_{\rm crit}\propto1/\sqrt c$, the critical length is 110 µm in the first case and 55 µm in the second. This assumes that the neighbours carry a repeater at the same place. If only your line gets the inverter, its second half changes polarity relative to the neighbours, and the comparison can reverse. For a bus of identical lines started together, with abruptly switching gates, the 50% delay of the 40 µm line falls from about 10.4 to 9.0 ps when the neighbours switch the opposite way, and that of the 150 µm line rises from about 19.6 to 27.7 ps when they switch together with it.
- **Vias.** Each stage needs a via stack up from its driver and another down to the next gate. With resistance $R_v$ each, they add $R_v(cL+C_g)+R_vC_g$ to the stage delay. The part linear in $L$ cancels as before, and $\tau_g$ becomes $\tau_g+2R_vC_g$. For $R_v=50$ Ω this is 3.3 ps, and the critical length is 72.7 µm.
- **Temperature.** If the resistivity rises by a rough 0.0068 µΩ cm per kelvin, heating the wire from 300 to 378 K raises $r$ by 13% and lowers the critical length to 65.1 µm. The change in the transistors is not included.
- **Inductance.** Adding 1 pH/µm to the distributed-line calculation moves the 50% critical length from 65.7 to 65.6 µm. At the critical length the wire's resistance, 866 Ω, is far above its wave impedance of about 71 Ω, so this wire is dominated by resistance. A wide, thick wire on an upper layer has a much smaller $r$, and inductance would have to be examined again there.

For your 40 µm line, every one of these estimates leaves the middle repeater harmful when the gates are identical and any switching neighbours are repeated at the same place. Under the same condition and with the gate size assumed here, your 150 µm line lies above the critical length in all of them, but in the transistor model its margin is much smaller than the step-switching model suggests.
